# Charge transfer in a polar two-site bond: restricted Hartree-Fock against exact

## The problem

Two neighbouring metal adatoms on a semiconductor surface share two electrons. Each adatom offers one orbital. The level of site 1 lies at $+\Delta/2$ and that of site 2 at $-\Delta/2$, electrons hop with amplitude $-t$, and two electrons on the same site repel with energy $U$:

$$H=\frac{\Delta}{2}(n_1-n_2)-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\left(n_{1\uparrow}n_{1\downarrow}+n_{2\uparrow}n_{2\downarrow}\right),$$

with $t,U,\Delta>0$. Each site is neutral when it holds one electron. The charge transfer is

$$\delta=\tfrac12\langle n_2-n_1\rangle ,$$

so that $\langle n_1\rangle=1-\delta$ and $\langle n_2\rangle=1+\delta$. Over a bond of length $L$ the dipole has magnitude $p=e\delta L$.

Take $t=0.05$ eV, $U=0.6$ eV, $\Delta=0.1$ eV. The adatoms sit on Si(111) at one third of a monolayer, so their spacing is $\sqrt{3/2}$ times the silicon lattice constant of 0.543 nm, which is 0.665 nm. Site 2 lies $h=0.03$ nm further out than site 1, which makes $L=0.666$ nm. Find $\delta$, the bond dipole, and the potential step across a layer of such pairs.

## A tempting solution

Two electrons of opposite spin form a bond, so put both into one bonding orbital $\cos\theta\,|1\rangle+\sin\theta\,|2\rangle$ and let the energy choose $\theta$. This is restricted Hartree-Fock (RHF). The occupations are $n_1=2\cos^2\theta$ and $n_2=2\sin^2\theta$, so $\delta=-\cos2\theta$ and $\sin2\theta=\sqrt{1-\delta^2}$. The energy has three parts.

- Hopping: each electron contributes $-2t\sin\theta\cos\theta=-t\sin2\theta$, together $-2t\sqrt{1-\delta^2}$.
- Offset: $\frac{\Delta}{2}(n_1-n_2)=-\Delta\delta$.
- Repulsion: the two spins are independent, so both electrons are on site 1 with probability $(1-\delta)^2/4$ and on site 2 with probability $(1+\delta)^2/4$. The sum is $(1+\delta^2)/2$.

Hence

$$E_{\rm RHF}(\delta)=-2t\sqrt{1-\delta^2}-\Delta\delta+\frac U2(1+\delta^2),$$

and setting the derivative to zero gives

$$\frac{2t\delta}{\sqrt{1-\delta^2}}+U\delta=\Delta. \tag{1}$$

The second derivative, $2t/(1-\delta^2)^{3/2}+U$, is positive, so there is one minimum. For small $\delta$ the condition reads $\delta\approx\Delta/(U+2t)=0.1429$, and the numerical minimum is $\delta=0.1427$. The dipole is $0.1427\,e\times0.666$ nm $=0.095\,e$ nm, or 4.6 debye.

For the step, each adatom occupies an area $\frac{\sqrt3}{2}(0.665\text{ nm})^2$ and a pair twice that, so there are $N=1.305\times10^{14}$ pairs per cm². Two sheets of charge density $\pm eN\delta$ a height $h$ apart give

$$\Delta\phi=\frac{eN\delta h}{\varepsilon_0}=0.10\ \text{V}.$$

The repulsion has been included, and the energy is at its minimum. The answer seems sound.

## Where it fails

Look at the energy of this solution: $E_{\rm RHF}=+0.193$ eV. Now place one spin-up electron on each site. Parallel spins cannot hop onto each other's site, no site is doubly occupied, and the offset cancels, so the energy is zero. The supposed ground state of the bond lies 0.19 eV above a state with no bonding at all.

The cause is the repulsion term. At $\delta=0$ it is already $U/2$, because two independent electrons in one orbital are found on the same site half of the time. No choice of $\theta$ brings this probability below one half, however large $U$ is. In the example it is 0.51.

This also spoils the response to the offset. The RHF state contains both ionic configurations, "both on 1" and "both on 2", each with weight one quarter at $\delta=0$. Moving charge means shifting weight from one to the other, and the repulsion charges only the increase $U\delta^2/2$ for that. The true state has little ionic weight to shift when $U-\Delta\gg t$. The electrons must therefore be allowed to avoid each other.

## The exact solution

**The singlet equations.** The states with parallel spins, and their partner with total spin projection zero, form a triplet of energy 0 with $\delta=0$. The remaining three states are singlets:

$$|C\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}}{\sqrt2}|0\rangle,\quad |I_2\rangle=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad |I_1\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle .$$

Their diagonal energies are $0$, $U-\Delta$ and $U+\Delta$. In $|C\rangle$, hopping the electron on site 1 over to site 2 turns either term into $|I_2\rangle$ with amplitude $-t$. The two contributions add to $-2t/\sqrt2=-\sqrt2\,t$. The same holds for $|I_1\rangle$. Writing the state as $a|C\rangle+b|I_2\rangle+c|I_1\rangle$, the eigenvalue equations are

$$Ea=-\sqrt2\,t(b+c),\qquad (E-U+\Delta)b=-\sqrt2\,ta,\qquad (E-U-\Delta)c=-\sqrt2\,ta. \tag{2}$$

All couplings are negative, so replacing the amplitudes by their absolute values cannot raise the energy. The lowest state can thus be taken with $a,b,c\ge0$, and (2) forbids any of them to vanish: $b=0$ or $c=0$ would require $a=0$, and $a=0$ would require $b+c=0$. The first equation then gives $E<0$, so this singlet lies below the triplet and is the ground state. Since $|I_2\rangle$ has $n_2-n_1=2$ and $|I_1\rangle$ has $-2$,

$$\delta=b^2-c^2 .$$

**Energy and transfer.** Solving the last two equations for $b$ and $c$ and inserting them in the first gives

$$E=2t^2\left[\frac1{E-U+\Delta}+\frac1{E-U-\Delta}\right]\;\Rightarrow\; E\left[(E-U)^2-\Delta^2\right]=4t^2(E-U). \tag{3}$$

To solve the cubic, set $E=2U/3+y$, which removes the quadratic term and leaves $y^3-3r^2y+Q=0$ with

$$r^2=\frac13\left(\frac{U^2}{3}+\Delta^2+4t^2\right),\qquad Q=\frac{2U^3}{27}-\frac{2U\Delta^2}{3}+\frac{4t^2U}{3}.$$

With $y=2r\cos\varphi$ and $4\cos^3\varphi-3\cos\varphi=\cos3\varphi$ this becomes $\cos3\varphi=-Q/(2r^3)$. The lowest root has $\varphi$ between $2\pi/3$ and $\pi$:

$$E=\frac{2U}3+2r\cos\!\left[\frac{\arccos(-Q/2r^3)+2\pi}{3}\right].$$

The derivative of the energy with respect to $\Delta$ is the expectation value of $\partial H/\partial\Delta=(n_1-n_2)/2$, so $\delta=-dE/d\Delta$. Differentiating (3),

$$\left[(E-U)^2-\Delta^2+2E(E-U)-4t^2\right]\frac{dE}{d\Delta}-2E\Delta=0,$$

$$\delta=\frac{-2E\Delta}{(E-U)^2-\Delta^2+2E(E-U)-4t^2}. \tag{4}$$

**Numbers.** For the given parameters $E=-0.0167$ eV, with amplitudes $a=0.986$, $b=0.1350$, $c=0.0973$. Then

$$\delta=b^2-c^2=0.00875 .$$

The dipole is $0.0058\,e$ nm, or 0.28 debye, and the step is 0.006 V. RHF had overestimated all three by a factor of 16. The probability of double occupancy is $b^2+c^2=0.028$, against 0.51 in RHF.

## The sign of the error for every repulsion

One example does not show that RHF errs upward in general. In this model it does so for every $U>0$ and $\Delta>0$, and the proof needs only (1) and (2).

Let $m=bc$ and $s=(b+c)^2$. Normalization gives $a^2=1-b^2-c^2=1-s+2m$. Divide the second equation of (2) by $b$ and the third by $c$. Half their difference and half their sum are

$$\Delta=\frac{ta(b-c)}{\sqrt2\,m},\qquad E-U=-\frac{ta(b+c)}{\sqrt2\,m}.$$

The first shows $b>c$, so $\delta>0$. Subtracting the second from $E=-\sqrt2\,t(b+c)/a$,

$$U=\frac{t(b+c)(a^2-2m)}{\sqrt2\,am}=\frac{t(b+c)(1-s)}{\sqrt2\,am},$$

so $U>0$ means $s<1$. With $\delta=(b-c)(b+c)$,

$$\Delta-U\delta=\frac{t(b-c)}{\sqrt2\,am}\left[a^2-s(1-s)\right]=\frac{t(b-c)}{\sqrt2\,am}\left[(1-s)^2+2m\right].$$

Now insert the exact $\delta$ into the RHF condition (1). Its left side increases with $\delta$. If it is still smaller than $\Delta$ at the exact $\delta$, the RHF solution lies higher. This requires $2t\delta/\sqrt{1-\delta^2}<\Delta-U\delta$. Dividing by $t(b-c)$ and squaring, with $\delta^2=s(b-c)^2=s(s-4m)$, turns it into

$$\left[(1-s)^2+2m\right]^2(1-s^2+4sm)>8m^2s\,(1-s+2m).$$

The squared bracket exceeds $4m^2$. It is therefore enough that $1-s^2+4sm\ge2s(1-s)+4sm$. The difference of the two sides is $(1-s)(1+s)-2s(1-s)=(1-s)^2>0$. Hence $\delta_{\rm RHF}>\delta$. At $U=0$ one has $s=1$ and both sides of the inequality equal $16m^3$: without repulsion RHF is exact.

## How large the error is

**Small offset.** At $\Delta=0$ the ground-state root of (3) obeys $E(E-U)=4t^2$, so $E=(U-R)/2$ with $R=\sqrt{U^2+16t^2}$. The denominator of (4) becomes

$$(E-U)^2+4t^2=(E-U)(2E-U)=\tfrac12R(R+U),$$

and to first order in $\Delta$

$$\delta=\frac{2(R-U)}{R(R+U)}\,\Delta,\qquad \delta_{\rm RHF}=\frac{\Delta}{U+2t}.$$

**Strong repulsion.** When $t\ll U-\Delta$, equations (2) give $a\approx1$, $b\approx\sqrt2\,t/(U-\Delta)$ and $c\approx\sqrt2\,t/(U+\Delta)$. To leading order in $t$,

$$\delta\approx2t^2\left[\frac1{(U-\Delta)^2}-\frac1{(U+\Delta)^2}\right]=\frac{8t^2U\Delta}{(U^2-\Delta^2)^2}. \tag{5}$$

Charge moves through brief excursions in both directions, and the dipole comes from the difference between them, which is small compared with either when $\Delta\ll U$. RHF gives $\delta_{\rm RHF}\approx\Delta/U$, which does not vanish with $t$. For $\Delta\ll U$ the ratio tends to

$$\frac{\delta_{\rm RHF}}{\delta}\to\frac{U^2}{8t^2}.$$

In the example this limit is 18 and the actual ratio 16.3. Formula (5) gives 0.00980 instead of 0.00875, since $t/U=1/12$ is not very small.

The table shows how the ratio grows with $U$ at fixed $\Delta=2t$. The difference between the two transfers is largest near $U=5t$ and then falls, because both transfers tend to zero. The exact column comes from diagonalizing $H$, the other from the numerical root of (1).

| $U/t$ | exact $\delta$ | RHF $\delta$ | ratio |
|---|---|---|---|
| 0 | 0.707 | 0.707 | 1.00 |
| 2 | 0.388 | 0.469 | 1.21 |
| 4 | 0.147 | 0.327 | 2.22 |
| 12 | 0.00875 | 0.143 | 16.3 |
| 40 | 0.00025 | 0.048 | 191 |

**Large offset.** Strong repulsion alone does not make RHF fail. If $\Delta-U\gg t$, both electrons sit on site 2 and there is little left to correlate. Then $E\approx U-\Delta$, the first equation of (2) gives $a\approx\sqrt2\,t/(\Delta-U)$, and $c^2$ is of fourth order in $t$, so $\delta\approx1-a^2=1-2t^2/(\Delta-U)^2$. In (1), $\delta\approx1$ gives $\sqrt{1-\delta^2}\approx2t/(\Delta-U)$ and thus the same expression. For $U=12t$ and $\Delta=48t$ both methods give 0.9985.

## Is the restriction to blame, or Hartree-Fock?

Let the two spins have different orbitals (unrestricted Hartree-Fock, UHF). For $t\ll U-\Delta$ the up electron sits mostly on site 1 with a small amplitude $\alpha$ on site 2, the down electron mostly on site 2 with a small amplitude $\beta$ on site 1. To second order in the small quantities, the hopping energy is $-2t(\alpha+\beta)$, the offset energy $\Delta(\beta^2-\alpha^2)$ and the double occupancy $\alpha^2+\beta^2$:

$$E\approx(U-\Delta)\alpha^2-2t\alpha+(U+\Delta)\beta^2-2t\beta .$$

The minimum is at $\alpha=t/(U-\Delta)$ and $\beta=t/(U+\Delta)$, so

$$\delta_{\rm UHF}=\alpha^2-\beta^2\approx\frac{4t^2U\Delta}{(U^2-\Delta^2)^2},$$

half of (5). The large excess is therefore due to the restriction. The remaining factor of two arises because the exact singlet superposes both spin arrangements, whose hopping amplitudes add, while UHF keeps one of them. In the example, numerical minimization over both orbitals gives $\delta_{\rm UHF}=0.0048$ and an energy of $-0.009$ eV. The price is a broken symmetry: site 1 carries a net up spin, which the singlet does not have.

## The model beside a tin layer on silicon

The values of $t$ and $U$ are rough typical ones for a third of a monolayer of tin on Si(111), a layer with a narrow surface band and strong repulsion. The offset and the height difference are chosen, with the adatom rows taken to alternate in level. Barriers between metals and silicon are typically some tenths of an electronvolt. On that scale a step of 0.10 V is noticeable and one of 0.006 V hardly is. Several assumptions affect these numbers.

*Intersite repulsion.* With two electrons, $n_1n_2$ equals one minus the number of doubly occupied sites. A term $Vn_1n_2$ therefore adds a constant and replaces $U$ by $U-V$, in the exact solution and in RHF alike. The $U$ used here is this net value.

*Temperature.* The triplet lies 0.017 eV above the singlet, less than $k_BT=0.026$ eV at 300 K. The singlet then has a weight of 0.39, the triplets carry no dipole, and the exact transfer of the pair drops to 0.0034.

*More neighbours.* The real layer does not consist of isolated pairs. In alternating rows each adatom has four unlike neighbours. At second order in $t$ each such bond adds the pair value times the probability that its two spins form a singlet, because parallel spins block the hop. Bonds between equal levels add nothing. To this order the transfer per site is thus at most about $4\times0.00875=0.035$. At $U=12t$ the band of the layer, $9t$ wide, is not small against $U$, and higher orders in $t$ are sizable, so this number is a rough ceiling and the rule does not give the value itself. An RHF calculation for a periodic layer of $20\times20$ adatoms, with the same $t$, $U$ and $\Delta$ at 300 K, gives 0.115. Both numbers treat $U$ as a purely on-site repulsion and leave out the repulsion between sites, because the replacement of $U$ by $U-V$ holds only for an isolated pair. Including it can change the layer values strongly. Within the purely on-site model the overestimate survives in the layer, but this second-order estimate supports only a factor of about three or more, not 16.

*Charges on other pairs.* At the adatom spacing the Coulomb energy is $v=0.34$ eV, using the mean dielectric constant of vacuum and silicon (11.7). Summing over all adatoms except the partner, with inverse distances in units of the spacing, plus for like and minus for unlike sites, gives $S=-0.40$. The offset changes by $-2\delta vS$. This is $+0.039$ eV for the RHF charges and $+0.002$ eV for the exact ones, without iterating to self-consistency. RHF would thus enlarge its own error here.

The step holds for adatoms facing vacuum, where electrons moved outward raise the work function. A metal deposited on top would screen the charges and broaden the levels. That, further orbitals and the relaxation of the lattice are outside the model.
